# Exact Arrhenius Diffusion on a Square Lattice with Symmetric Random Barriers: a program that tests the result

```python
# Result under test: on a square lattice with symmetric hop rates
#   w_b = nu*exp(-E_b/kT), barriers E_b independent and symmetric about E0,
# the long-time diffusivity is D = a^2*nu*exp(-E0/kT).
# Symbols: a lattice spacing, nu attempt frequency, w0 = nu*exp(-E0/kT),
#   W effective rate matrix of a periodic cell (D = a^2 W), N number of sites,
#   share = fraction of the total dissipation that falls in one bond.
# Arrays of bonds have shape (d, L, ..., L): entry [k, site] joins site to
# its neighbour one step along axis k, with periodic boundaries.
from functools import lru_cache
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import csr_matrix, diags, vstack
from scipy.sparse.linalg import splu, expm_multiply

rng = np.random.default_rng(2718)
kB = const.k / const.e                     # eV/K
a_nm, nu, E0, half = 0.5, 1.0e13, 1.1, 0.3  # nm, 1/s, eV, eV
site_half = 0.1                            # eV, site-energy disorder
temps = np.array([1000.0, 1150.0, 1300.0])  # K
a2 = (a_nm * 1e-7) ** 2                    # cm^2


@lru_cache(maxsize=None)
def incidence(L, d):
    """Matrix that turns site values into differences along bonds."""
    idx = np.arange(L ** d).reshape((L,) * d)
    n = L ** d
    row = np.arange(n)
    blocks = []
    for k in range(d):
        nb = np.roll(idx, -1, axis=k).ravel()
        val = np.concatenate([np.ones(n), -np.ones(n)])
        blocks.append(csr_matrix(
            (val, (np.concatenate([row, row]),
                   np.concatenate([nb, idx.ravel()]))), shape=(n, n)))
    B = vstack(blocks).tocsr()
    Br = B[:, 1:].tocsr()
    return B, Br, Br.T.tocsr()


def effective(w):
    """Effective rate matrix W and bond gradients of harmonic coordinates."""
    d, L = w.shape[0], w.shape[1]
    n = L ** d
    _, Br, BrT = incidence(L, d)
    f = w.ravel()[:, None]
    e = np.kron(np.eye(d), np.ones((n, 1)))
    A = (BrT @ diags(w.ravel()) @ Br).tocsc()
    lu = splu(A, permc_spec="MMD_AT_PLUS_A", options=dict(SymmetricMode=True))
    g = e + Br @ lu.solve(-(BrT @ (f * e)))
    return g.T @ (f * g) / n, g


def log_mean_rate(W):
    return np.linalg.slogdet(W)[1] / W.shape[0]


def uniform_barriers(L, d=2):
    return E0 + half * rng.uniform(-1, 1, (d,) + (L,) * d)


def rates(E, T):
    return nu * np.exp(-E / (kB * T))


def mean_se(x):
    x = np.asarray(x)
    return x.mean(), x.std(ddof=1) / np.sqrt(len(x))


def walk_diffusivity(cell, weight, tiles, start, t):
    """Half the growth rate of <(x-x0)^2>, from the master equation itself."""
    L = cell.shape[1]
    M = L * tiles
    B = incidence(M, 2)[0]
    big = np.tile(cell, (1, tiles, tiles)).ravel()
    pi = np.tile(weight, (tiles, tiles)).ravel()
    G = (-(B.T @ diags(big) @ B) @ diags(1 / pi)).tocsr()
    x0, y0 = (tiles // 2) * L + start[0], (tiles // 2) * L + start[1]
    p = np.zeros((M, M))
    p[x0, y0] = 1.0
    p = expm_multiply(G * t, p.ravel())
    dx2 = np.repeat((np.arange(M) - x0) ** 2, M)
    return 0.5 * np.sum(dx2 * (G @ p))


def relaxation(w):
    """Mean x rate, relaxation rates and drift weights of a periodic cell."""
    L = w.shape[1]
    n = L * L
    B = incidence(L, 2)[0]
    lap = (B.T @ diags(w.ravel()) @ B).toarray()
    drift = B.T @ np.concatenate([w[0].ravel(), np.zeros(n)])
    lam, U = np.linalg.eigh(lap)
    return w[0].mean(), lam[1:], (U.T @ drift)[1:] ** 2 / n


def D_of_t(data, t):
    m, lam, c = data
    return m - np.sum(c * -np.expm1(-lam * t) / lam)


# --- the effective rate matrix really is the diffusivity of the walk
cell = np.exp(rng.uniform(-1, 1, (2, 4, 4)))
flat = np.ones((4, 4))
Wc = effective(cell)[0]
D_walk = walk_diffusivity(cell, flat, 24, (1, 2), 15.0)
assert abs(D_walk / Wc[0, 0] - 1) < 1e-3
weight = np.exp(rng.uniform(-0.5, 0.5, (4, 4)))   # exp(-site energy/kT)
D_site = walk_diffusivity(cell, weight, 24, (1, 2), 15.0)
assert abs(D_site * weight.mean() / Wc[0, 0] - 1) < 1e-3
early = np.mean([walk_diffusivity(cell, flat, 8, (i, j), 0.5)
                 for i in range(4) for j in range(4)])
assert abs(early / D_of_t(relaxation(cell), 0.5) - 1) < 1e-6

# --- duality for one given disordered cell, barriers reflected about E0
T0 = temps[0]
w00 = rates(E0, T0)
E = uniform_barriers(12)
E_dual = np.array([2 * E0 - np.roll(E[1], -1, axis=0),
                   2 * E0 - np.roll(E[0], -1, axis=1)])
W1 = effective(rates(E, T0) / w00)[0]
W2 = effective(rates(E_dual, T0) / w00)[0]
R = np.array([[0.0, -1.0], [1.0, 0.0]])
dual_err = np.abs(W2 - R @ np.linalg.inv(W1) @ R.T).max()
assert dual_err < 1e-8

# --- sensitivity to one bond equals its share of the dissipation
w = rates(E, T0) / w00
W, g = effective(w)
share = w.ravel() * g[:, 0] ** 2 / (w[0].size * W[0, 0])
assert abs(share.sum() - 1) < 1e-10
b = int(np.argmax(share))
logs = []
for s in (1e-3, -1e-3):
    v = w.copy().ravel()
    v[b] *= np.exp(s)
    logs.append(np.log(effective(v.reshape(w.shape))[0][0, 0]))
assert abs((logs[0] - logs[1]) / 2e-3 - share[b]) < 1e-5

# --- dissipation inside a square is bounded by its edge currents and drops
L = 64
w = rates(uniform_barriers(L), T0) / w00
g = effective(w)[1][:, 0].reshape(2, L, L)
J, Q, c = np.abs(w * g), w * g ** 2, L // 2
G = np.abs(g)


def inside(r):
    return (Q[0][c-r:c+r, c-r:c+r+1].sum() + Q[1][c-r:c+r+1, c-r:c+r].sum())


C = np.sqrt(96) / 8 * np.sqrt(w.max() / w.min())
tightest = 0.0
for r in range(1, 31):
    side, edge = slice(c-r, c+r+1), slice(c-r, c+r)
    leave = (J[0][c+r, side].sum() + J[0][c-r-1, side].sum()
             + J[1][side, c+r].sum() + J[1][side, c-r-1].sum())
    loop = (G[0][edge, c+r].sum() + G[0][edge, c-r].sum()
            + G[1][c+r, edge].sum() + G[1][c-r, edge].sum())
    tightest = max(tightest, inside(r) / (leave * loop / 4))
    assert inside(r) <= C * r * (inside(r+1) - inside(r-1))
assert tightest <= 1

# --- ensemble test of the Arrhenius law
n_main, L_main = 240, 16
lnW = np.empty((n_main, len(temps)))
for s in range(n_main):
    E = uniform_barriers(L_main)
    for k, T in enumerate(temps):
        lnW[s, k] = log_mean_rate(effective(rates(E, T))[0])
beta = 1 / (kB * temps)
slopes = -np.polyfit(beta, lnW.T, 1)[0]
E_fit, E_se = mean_se(slopes)
assert abs(E_fit - E0) < 4 * E_se and E_se < 3e-3
dev = [mean_se(lnW[:, k] - np.log(rates(E0, T))) for k, T in enumerate(temps)]
for m, se in dev:
    assert abs(m) < 4 * se and se < 0.03

# --- other barrier laws at the lowest temperature
# The even two-valued mixture is at the percolation threshold, so single
# cells scatter strongly and many are needed for a small standard error.
n_two, two, skew = 600, [], []
for s in range(n_two):
    E = E0 + half * rng.choice([-1.0, 1.0], (2, 16, 16))
    two.append(log_mean_rate(effective(rates(E, T0) / w00)[0]))
for s in range(60):
    E = E0 + rng.choice([-half / 3, half], (2, 16, 16), p=[0.75, 0.25])
    skew.append(log_mean_rate(effective(rates(E, T0) / w00)[0]))
two_m, two_se = mean_se(two)
skew_m, skew_se = mean_se(skew)
assert abs(two_m) < 4 * two_se, (two_m, two_se)
assert two_se < 0.06, two_se
assert skew_m > 5 * skew_se

# --- self-averaging with cell size
sizes, stats = (8, 16, 32), []
for L, n in zip(sizes, (200, 200, 120)):
    lx, top, off = [], [], []
    for s in range(n):
        w = rates(uniform_barriers(L), T0) / w00
        W, g = effective(w)
        lx.append(np.log(W[0, 0]))
        top.append((w.ravel() * g[:, 0] ** 2).max() / (L * L * W[0, 0]))
        off.append(W[0, 1])
    stats.append((np.std(lx, ddof=1), np.mean(top),
                  np.sqrt(np.mean(np.square(off)))))
for q in range(3):
    assert stats[2][q] < 0.5 * stats[0][q]
W_big = effective(rates(uniform_barriers(128), T0) / w00)[0]
big_tol = 5 * stats[2][0] * 32 / 128       # five times the expected scatter
assert np.abs(W_big - np.eye(2)).max() < big_tol

# --- three dimensions: same barriers on a simple cubic lattice
cubic = {}
for L, n in ((6, 60), (9, 30)):
    out = np.empty((n, len(temps)))
    for s in range(n):
        E = uniform_barriers(L, 3)
        for k, T in enumerate(temps):
            out[s, k] = log_mean_rate(effective(rates(E, T))[0])
    cubic[L] = (mean_se(out[:, 0] - np.log(w00)),
                mean_se(-np.polyfit(beta, out.T, 1)[0]))
assert cubic[9][0][0] > 5 * cubic[9][0][1]
assert cubic[9][1][0] < E0 - 5 * cubic[9][1][1]

# --- short-time value, site-energy factor, crossover time, tunnelling
x = half * beta
short = np.sinh(x) / x
for k in range(len(temps)):
    direct = quad(lambda u: np.exp(-beta[k] * u), -half, half)[0] / (2 * half)
    assert abs(direct / short[k] - 1) < 1e-8
E_short = -np.polyfit(beta, np.log(short * rates(E0, temps)), 1)[0]
y = site_half * beta[0]
site_factor = y / np.sinh(y)
direct = quad(lambda u: np.exp(-beta[0] * u), -site_half, site_half)[0]
assert abs(site_factor * direct / (2 * site_half) - 1) < 1e-8
cross = {}
for L, n in ((16, 60), (24, 24)):
    data = [relaxation(rates(uniform_barriers(L), T0) / w00)
            for s in range(n)]
    end = sum(D_of_t(q, np.inf) for q in data)
    cross[L] = np.exp(brentq(
        lambda u: sum(D_of_t(q, np.exp(u)) for q in data) / end - 1.1,
        np.log(1e-3), np.log(1e4)))
# The curve is flat near its end value, so a few percent of sampling noise
# in D moves the crossing time by tens of percent: a rough estimate only.
assert abs(np.log(cross[24] / cross[16])) < np.log(2)
wigner = (const.h * nu / (const.k * T0)) ** 2 / 24
D0 = a2 * rates(E0, temps)

print(f"spacing a = {a_nm} nm, attempt frequency = {nu:.1e} 1/s")
print(f"barriers uniform in {E0} +- {half} eV")
print(f"walk vs effective rate, 4x4 cell: {D_walk:.6f} {Wc[0,0]:.6f}")
print(f"same cell with site energies: walk {D_site:.6f},"
      f" formula {Wc[0,0]/weight.mean():.6f}")
print(f"duality, 12x12 cell at {T0:.0f} K: largest error {dual_err:.1e}")
print(f"  half ln det(W/w0): cell {log_mean_rate(W1):+.6f},"
      f" dual {log_mean_rate(W2):+.6f}")
print(f"largest inside/edge-bound ratio, 64x64 cell: {tightest:.3f}")
for k, T in enumerate(temps):
    print(f"T = {T:.0f} K: kT = {kB*T:.5f} eV, w0 = {rates(E0,T):.4e} 1/s")
    print(f"  max/min rate = {np.exp(2*x[k]):.1f},"
          f" D formula = {D0[k]:.4e} cm2/s")
    print(f"  D from cells = {a2*np.exp(lnW[:,k].mean()):.4e} cm2/s,"
          f" ln ratio {dev[k][0]:+.4f} +- {dev[k][1]:.4f}")
    print(f"  short-time D / long-time D = {short[k]:.3f}")
print(f"D formula at {T0:.0f} K = {D0[0]*1e-4:.4e} m2/s")
print(f"cells: {n_main} of {L_main}x{L_main} sites")
print(f"fitted activation energy = {E_fit:.4f} +- {E_se:.4f} eV")
print(f"short-time activation energy = {E_short:.4f} eV")
print(f"All below at {T0:.0f} K unless stated")
print(f"two-valued symmetric law, {n_two} cells 16x16:"
      f" ln(D/D0) = {two_m:+.4f} +- {two_se:.4f}")
print(f"  s.d. of one cell: two-valued {np.std(two, ddof=1):.3f},"
      f" uniform {np.std(lnW[:,0], ddof=1):.3f}")
print(f"skewed law: {E0-half/3:.2f} eV (75%), {E0+half:.2f} eV (25%)")
print(f"  ln(D/D0) = {skew_m:+.4f} +- {skew_se:.4f},"
      f" D/D0 = {np.exp(skew_m):.3f}")
for L, s in zip(sizes, stats):
    print(f"L = {L}: s.d. ln Wxx = {s[0]:.4f}, mean top share = {s[1]:.4f},"
          f" rms Wxy/w0 = {s[2]:.4f}")
print(f"one 128x128 cell: Wxx, Wyy, Wxy over w0 = {W_big[0,0]:.4f}"
      f" {W_big[1,1]:.4f} {W_big[0,1]:+.4f}")
for L in cubic:
    (m, se), (em, ese) = cubic[L]
    print(f"cubic L = {L}: D/D0 = {np.exp(m):.3f}, ln {m:.4f} +- {se:.4f}")
    print(f"  fitted energy {temps[0]:.0f}-{temps[-1]:.0f} K ="
          f" {em:.4f} +- {ese:.4f} eV")
print(f"site energies +-{site_half} eV: D factor = {site_factor:.4f}")
print(f"tunnelling (Wigner) increase = {100*wigner:.2f} %")
print(f"lowest barrier / kT at {temps[-1]:.0f} K ="
      f" {(E0-half)*beta[-1]:.2f}")
for L in cross:
    print(f"rough time to come within 10% of long-time D, L = {L}:"
          f" {cross[L]:.1f}/w0 = {cross[L]/w00*1e9:.0f} ns")
print(f"rms path in that time = {a_nm*np.sqrt(4*cross[24]):.1f} nm"
      " (sqrt(4Dt), long-time D)")
print("PASS")
```

It prints:

```
spacing a = 0.5 nm, attempt frequency = 1.0e+13 1/s
barriers uniform in 1.1 +- 0.3 eV
walk vs effective rate, 4x4 cell: 0.849007 0.849007
same cell with site energies: walk 0.941067, formula 0.941067
duality, 12x12 cell at 1000 K: largest error 1.0e-15
  half ln det(W/w0): cell +0.088422, dual -0.088422
largest inside/edge-bound ratio, 64x64 cell: 0.597
T = 1000 K: kT = 0.08617 eV, w0 = 2.8592e+07 1/s
  max/min rate = 1056.5, D formula = 7.1480e-08 cm2/s
  D from cells = 7.1559e-08 cm2/s, ln ratio +0.0011 +- 0.0082
  short-time D / long-time D = 4.664
T = 1150 K: kT = 0.09910 eV, w0 = 1.5113e+08 1/s
  max/min rate = 426.0, D formula = 3.7782e-07 cm2/s
  D from cells = 3.7836e-07 cm2/s, ln ratio +0.0014 +- 0.0067
  short-time D / long-time D = 3.401
T = 1300 K: kT = 0.11203 eV, w0 = 5.4397e+08 1/s
  max/min rate = 211.9, D formula = 1.3599e-06 cm2/s
  D from cells = 1.3622e-06 cm2/s, ln ratio +0.0017 +- 0.0057
  short-time D / long-time D = 2.705
D formula at 1000 K = 7.1480e-12 m2/s
cells: 240 of 16x16 sites
fitted activation energy = 1.1002 +- 0.0010 eV
short-time activation energy = 0.8963 eV
All below at 1000 K unless stated
two-valued symmetric law, 600 cells 16x16: ln(D/D0) = -0.0368 +- 0.0313
  s.d. of one cell: two-valued 0.766, uniform 0.127
skewed law: 1.00 eV (75%), 1.40 eV (25%)
  ln(D/D0) = +0.4601 +- 0.0137, D/D0 = 1.584
L = 8: s.d. ln Wxx = 0.3083, mean top share = 0.0939, rms Wxy/w0 = 0.1426
L = 16: s.d. ln Wxx = 0.1664, mean top share = 0.0323, rms Wxy/w0 = 0.0617
L = 32: s.d. ln Wxx = 0.0794, mean top share = 0.0108, rms Wxy/w0 = 0.0327
one 128x128 cell: Wxx, Wyy, Wxy over w0 = 1.0153 1.0202 -0.0016
cubic L = 6: D/D0 = 1.791, ln 0.5828 +- 0.0130
  fitted energy 1000-1300 K = 1.0168 +- 0.0015 eV
cubic L = 9: D/D0 = 1.796, ln 0.5857 +- 0.0095
  fitted energy 1000-1300 K = 1.0169 +- 0.0010 eV
site energies +-0.1 eV: D factor = 0.8064
tunnelling (Wigner) increase = 0.96 %
lowest barrier / kT at 1300 K = 7.14
rough time to come within 10% of long-time D, L = 16: 2.4/w0 = 82 ns
rough time to come within 10% of long-time D, L = 24: 2.3/w0 = 80 ns
rms path in that time = 1.5 nm (sqrt(4Dt), long-time D)
PASS
```
